# The Classical Synchrotron Spectrum, Its Polarization and Its Photon Number

A calculation that tracks an electron through a bending magnet can subtract a smooth energy loss or draw individual photons at random. The choice depends on how many photons the magnet's bend produces and how their energies are distributed. Both follow from the classical radiation spectrum, if the energy radiated at angular frequency $\omega$ is divided by $\hbar\omega$.

Let a particle of charge $e$ move in vacuum with speed $\beta c$ and Lorentz factor $\gamma\gg1$ on a circle of radius $\rho$. We use SI units and work at leading order in $1/\gamma$. The energy loss is taken as too small to change the orbit, and photon recoil is neglected, which requires $\hbar\omega\ll\gamma mc^2$. Define

$$\omega_c=\frac{3\gamma^3c}{2\rho},\qquad x=\frac{\omega}{\omega_c},\qquad T_\nu(x)=\int_x^\infty K_\nu(y)\,dy, \tag{1}$$

where the modified Bessel function is

$$K_\nu(x)=\int_0^\infty e^{-x\cosh t}\cosh(\nu t)\,dt. \tag{2}$$

## From the retarded field to a spectrum

At a large distance $R$ in direction $\mathbf n$, the retarded vector potential is $\mu_0e\mathbf v/[4\pi R(1-\mathbf n\cdot\boldsymbol\beta)]$, evaluated at the emission time $t$. The arrival time is $t+(R-\mathbf n\cdot\mathbf r(t))/c$, whose derivative $1-\mathbf n\cdot\boldsymbol\beta$ cancels the denominator in the Fourier transform:

$$\tilde{\mathbf A}(\omega)=\frac{\mu_0ec}{4\pi R}e^{i\omega R/c}\int\boldsymbol\beta\,e^{i\omega(t-\mathbf n\cdot\mathbf r/c)}dt. \tag{3}$$

The radiation field is $\mathbf E=-\partial_t\mathbf A_\perp$, so $\tilde{\mathbf E}=i\omega\tilde{\mathbf A}_\perp$, where $\perp$ means transverse to $\mathbf n$. The energy per unit area is $\int E^2dt/(\mu_0c)=\int_0^\infty|\tilde{\mathbf E}|^2d\omega/(\pi\mu_0c)$. Multiplying by $R^2$ and using $\mu_0e^2c=4\pi\alpha\hbar$ gives, for one pass of the particle,

$$\frac{d^2\mathcal E}{d\omega\,d\Omega}=\frac{\alpha\hbar\omega^2}{4\pi^2}\left|\int\boldsymbol\beta_\perp e^{i\omega(t-\mathbf n\cdot\mathbf r/c)}dt\right|^2. \tag{4}$$

Let $\psi$ be the elevation of $\mathbf n$ above the orbit plane. A full turn sends the same energy to every azimuth, so the azimuth integral gives $2\pi$. Let $W$ be the energy emitted per radian of bending. Dividing by the $2\pi$ radians of the turn leaves $dW/d\omega=\int(d^2\mathcal E/d\omega d\Omega)\,d\psi$, with $\cos\psi\approx1$.

Measure the orbit angle $\varphi$ from the point where the velocity has the observer's azimuth. Then $\mathbf r=\rho(\sin\varphi,1-\cos\varphi,0)$, $\mathbf n=(\cos\psi,0,\sin\psi)$ and $t=\rho\varphi/(\beta c)$. With $1/\beta\approx1+1/(2\gamma^2)$,

$$t-\frac{\mathbf n\cdot\mathbf r}{c}=\frac\rho c\left(\frac\varphi\beta-\cos\psi\sin\varphi\right)\approx\frac{\rho}{2c}\left[\left(\gamma^{-2}+\psi^2\right)\varphi+\frac{\varphi^3}{3}\right]. \tag{5}$$

The velocity component in the orbit plane, polarization $\sigma$, is $\beta\sin\varphi\approx\varphi$. The other transverse component, polarization $\pi$, is $-\beta\cos\varphi\sin\psi\approx-\psi$.

Equation (5) gives $\omega_c$ a meaning. In the plane $\psi=0$, the signals emitted at $\varphi=0$ and $\varphi=1/\gamma$ arrive $(\rho/2c)(4/3)\gamma^{-3}=1/\omega_c$ apart. The observer sees a pulse shortened by a factor of order $\gamma^2$ relative to its emission time $\rho/(\gamma c)$.

Now set $\varphi=u/\gamma$ and $\psi=\eta/\gamma$. Since $\omega\rho/c=\tfrac32\gamma^3x$, the phase is

$$\Phi(u)=\frac{3x}{4}\left[(1+\eta^2)u+\frac{u^3}{3}\right]. \tag{6}$$

The prefactor $(\omega\rho/c)^2$ supplies $\tfrac94\gamma^6x^2$, the squared amplitude supplies $\gamma^{-4}$, and $d\psi$ supplies $\gamma^{-1}$. Therefore

$$\frac{dW_j}{d\omega}=\frac{9\alpha\hbar\gamma x^2}{16\pi^2}S_j,\quad S_\sigma=\int d\eta\left|\int u\,e^{i\Phi}du\right|^2,\quad S_\pi=\int d\eta\,\eta^2\left|\int e^{i\Phi}du\right|^2. \tag{7}$$

Unmarked integrals over $u$, $\eta$ and the variables below run from $-\infty$ to $\infty$.

## Integrating over angle first

Write the squared modulus as a double integral over $u_1$ and $u_2$, with phase $\Phi(u_1)-\Phi(u_2)$. Shift the $u_1$ line slightly up and the $u_2$ line equally down in the complex plane. The cubic terms then produce Gaussian decay, so the integrals converge absolutely and their order may be changed. Put $u_1=s+w$ and $u_2=s-w$. Here $s$ is real, $\operatorname{Im}w>0$, and $du_1du_2=2\,ds\,dw$. Because $u_1^3-u_2^3=6s^2w+2w^3$,

$$\Phi(u_1)-\Phi(u_2)=\kappa w(s^2+\eta^2)+\Psi,\quad \Psi=\kappa\left(w+\frac{w^3}{3}\right),\quad\kappa=\frac{3x}{2}. \tag{8}$$

The variables $s$ and $\eta$ enter the phase symmetrically. In polar coordinates with $q=s^2+\eta^2$,

$$\iint e^{i\kappa wq}\,ds\,d\eta=\pi\int_0^\infty e^{i\kappa wq}dq=\frac{i\pi}{\kappa w}, \tag{9}$$

$$\iint s^2e^{i\kappa wq}\,ds\,d\eta=\frac\pi2\int_0^\infty q\,e^{i\kappa wq}dq=-\frac{\pi}{2\kappa^2w^2}. \tag{10}$$

The integral with $\eta^2$ equals (10). The $\sigma$ amplitude carries $u_1u_2=s^2-w^2$, so

$$S_\pi=-\frac{\pi}{\kappa^2}\int\frac{e^{i\Psi}}{w^2}dw,\qquad S_\sigma=S_\pi-\frac{2\pi i}{\kappa}\int w\,e^{i\Psi}dw. \tag{11}$$

Integration by parts, with $\Psi'=\kappa(1+w^2)$, gives $-\int e^{i\Psi}w^{-2}dw=-i\kappa\int(w^{-1}+w)e^{i\Psi}dw$. Hence

$$S_\pi=-\frac{i\pi}{\kappa}\int\left(\frac1w+w\right)e^{i\Psi}dw,\quad S_\sigma=-\frac{i\pi}{\kappa}\int\left(\frac1w+3w\right)e^{i\Psi}dw. \tag{12}$$

The path passes above the pole at $w=0$. It may be deformed into $w=2\sinh(\theta+i\pi/6)=\sqrt3\sinh\theta+i\cosh\theta$, with $\theta$ real. This curve also lies above the pole, and its ends lie in the same sectors of decay. From $3\sinh z+4\sinh^3z=\sinh3z$,

$$i\Psi=ix\sinh\left(3\theta+\frac{i\pi}{2}\right)=-x\cosh3\theta. \tag{13}$$

On this path $dw=(\sqrt3\cosh\theta+i\sinh\theta)d\theta$ and $w\,dw=(\sinh2\theta+i\sqrt3\cosh2\theta)d\theta$. Odd terms vanish. Substituting $t=3\theta$ and using (2),

$$\int e^{i\Psi}dw=\frac{2}{\sqrt3}K_{1/3}(x),\qquad-i\int w\,e^{i\Psi}dw=\frac{2}{\sqrt3}K_{2/3}(x). \tag{14}$$

For the remaining integral let $G(x)=-i\int w^{-1}e^{i\Psi}dw$. Differentiation gives $G'=\tfrac32\int(1+w^2/3)e^{i\Psi}dw$. The integral of the total derivative $(1+w^2)e^{i\Psi}$ vanishes, so $\int w^2e^{i\Psi}dw=-\int e^{i\Psi}dw$ and $G'=\int e^{i\Psi}dw$. By (13), $G\to0$ as $x\to\infty$. Thus

$$G(x)=-\frac{2}{\sqrt3}T_{1/3}(x). \tag{15}$$

Two recurrences follow from (2). The sum formula for hyperbolic cosines gives the first, and an integration by parts in $t$ gives the second:

$$K_{\nu-1}+K_{\nu+1}=-2K'_\nu,\qquad K_{\nu+1}-K_{\nu-1}=\frac{2\nu}{x}K_\nu. \tag{16}$$

Since $K_{-\nu}=K_\nu$, integrating the first with $\nu=2/3$ from $x$ to infinity yields $T_{5/3}=2K_{2/3}-T_{1/3}$. Equations (12), (14) and (15) then give

$$S_{\sigma,\pi}=\frac{2\pi}{\sqrt3\,\kappa}\left[T_{5/3}(x)\pm K_{2/3}(x)\right], \tag{17}$$

with the upper sign for $\sigma$. Inserting $\kappa=3x/2$ into (7), we find

$$\frac{dW_{\sigma,\pi}}{d\omega}=\frac{\sqrt3}{4\pi}\alpha\hbar\gamma\,x\left[T_{5/3}(x)\pm K_{2/3}(x)\right], \tag{18}$$

$$\frac{dW}{d\omega}=\frac{\sqrt3}{2\pi}\alpha\hbar\gamma\,F(x),\qquad F(x)=x\int_x^\infty K_{5/3}(y)\,dy. \tag{19}$$

## The two ends of the spectrum

For $x\ll1$, large $t$ dominates (2), where both hyperbolic cosines may be replaced by half an exponential. This gives $K_\nu\approx\tfrac12\Gamma(\nu)(2/x)^\nu$ for $\nu>0$. Since $T_{1/3}$ stays finite, $T_{5/3}\approx2K_{2/3}$ and

$$F(x)\approx2^{2/3}\,\Gamma(2/3)\,x^{1/3}. \tag{20}$$

The product $\gamma x^{1/3}=(2\omega\rho/3c)^{1/3}$ does not contain $\gamma$. At low frequency the spectrum therefore depends on the orbit radius but not on the particle energy. Equation (20) also needs $\omega\gg c/\rho$; near the revolution frequency the small-angle expansion (5) fails. The $\sigma$ share, $\tfrac12(1+K_{2/3}/T_{5/3})$, tends to $3/4$.

For $x\gg1$, small $t$ dominates. With $\cosh t\approx1+t^2/2$, both $K_\nu$ and $T_\nu$ approach $\sqrt{\pi/2x}\,e^{-x}$. Hence $F\approx\sqrt{\pi x/2}\,e^{-x}$, and the radiation becomes almost wholly $\sigma$ polarized. Numerical quadrature of (2) and of its integral over $x$ gives the values between these limits:

| $x$ | $F(x)$ | $\sigma$ share |
|---|---|---|
| 0.01 | 0.445 | 0.760 |
| 0.1 | 0.818 | 0.790 |
| 1 | 0.651 | 0.880 |
| 3 | 0.129 | 0.932 |

A numerical search puts the maximum, $F=0.918$, at $x=0.286$. The frequency $\omega_c$ thus lies above the peak.

## Energy, polarization and photon number

All the totals follow from one moment. Integrate (2) over $y$ first, then set $v=e^{2t}$ to obtain a beta integral:

$$\int_0^\infty y^{\mu-1}K_\nu dy=\Gamma(\mu)\int_0^\infty\frac{\cosh\nu t}{\cosh^\mu t}dt=2^{\mu-2}\,\Gamma\left(\frac{\mu-\nu}{2}\right)\Gamma\left(\frac{\mu+\nu}{2}\right),\quad\mu>|\nu|. \tag{21}$$

Exchanging the order of integration gives $\int_0^\infty F\,dx=\tfrac12\int_0^\infty y^2K_{5/3}dy$. With $\Gamma(z)\Gamma(1-z)=\pi/\sin\pi z$,

$$\int_0^\infty F\,dx=\Gamma(2/3)\,\Gamma(7/3)=\frac{8\pi}{9\sqrt3},\quad\int_0^\infty xK_{2/3}dx=\Gamma(2/3)\,\Gamma(4/3)=\frac{2\pi}{3\sqrt3}. \tag{22}$$

The energy per radian is therefore

$$W=\frac{\sqrt3}{2\pi}\alpha\hbar\gamma\omega_c\frac{8\pi}{9\sqrt3}=\frac49\alpha\gamma\hbar\omega_c=\frac{2\alpha\hbar c\gamma^4}{3\rho}. \tag{23}$$

The second integral in (22) is $3/4$ of the first, so the polarizations share the energy as

$$\frac{W_\sigma}{W_\pi}=\frac{1+3/4}{1-3/4}=7. \tag{24}$$

This ratio belongs to the energy summed over all frequencies and angles. It is not the ratio at $\omega_c$, as the table shows.

For photons, divide (18) by $\hbar\omega=\hbar\omega_cx$ before integrating, which removes one factor of $x$. The required integrals are

$$\int_0^\infty T_{5/3}dx=\int_0^\infty yK_{5/3}dy=\Gamma(1/6)\,\Gamma(11/6)=\frac{5\pi}{3},\qquad\int_0^\infty K_{2/3}dx=\pi. \tag{25}$$

The number per radian is consequently

$$N=\frac{\sqrt3}{2\pi}\alpha\gamma\,\frac{5\pi}{3}=\frac{5\alpha\gamma}{2\sqrt3},\qquad\frac{N_\sigma}{N_\pi}=\frac{5/3+1}{5/3-1}=4. \tag{26}$$

The number ratio is smaller than the energy ratio because counting photons gives more weight to low frequencies, where the $\sigma$ share is lower. The mean photon energy is $W/N=8\hbar\omega_c/(15\sqrt3)\approx0.308\,\hbar\omega_c$.

## Does the critical frequency halve the power?

The energy below $\omega_c$ is proportional to $\int_0^1F\,dx$. Exchanging the order of integration,

$$\int_0^1F\,dx=\frac12\left[\int_0^1y^2K_{5/3}(y)dy+T_{5/3}(1)\right]. \tag{27}$$

Combining the recurrences (16) gives $K'_\nu=-K_{\nu-1}-(\nu/y)K_\nu$ and $K_{5/3}=K_{1/3}+(4/3y)K_{2/3}$. Direct differentiation then confirms

$$y^2K_{5/3}=\frac{d}{dy}\left[-y^2K_{2/3}-\frac83yK_{1/3}\right]+\frac{16}{9}K_{1/3}. \tag{28}$$

The bracket vanishes at $y=0$. By (21), $\int_0^1K_{1/3}dy=\pi/\sqrt3-T_{1/3}(1)$. With $T_{5/3}(1)=2K_{2/3}(1)-T_{1/3}(1)$, equation (27) becomes

$$\int_0^1F\,dx=\frac{8\pi}{9\sqrt3}+\frac{K_{2/3}(1)}{2}-\frac43K_{1/3}(1)-\frac{25}{18}T_{1/3}(1). \tag{29}$$

Numerically $K_{2/3}(1)=0.49447506$, $K_{1/3}(1)=0.43843063$ and, by quadrature, $T_{1/3}(1)=0.33752731$. Thus

$$1.61226610+0.24723753-0.58457417-0.46878793=0.80614153.$$

Division by the total, $1.61226610$, gives $0.500005$. The critical frequency does not halve the power exactly: the fraction below it exceeds one half by $5.3\times10^{-6}$. Solving numerically for the frequency that does halve the leading-order spectrum gives $0.999987\,\omega_c$. For practical purposes the halving holds. The terms of relative order $\gamma^{-2}$ dropped in (5) are themselves of this size when $\gamma$ is a few hundred.

Photons divide differently. Numerical integration of $T_{5/3}$ from 0 to 1, divided by $5\pi/3$, puts 91.3% of them below $\omega_c$. The remaining 8.7% carry half the energy.

## When the harmonics matter

Repeated circular motion radiates at multiples $n\omega_0$ of $\omega_0=\beta c/\rho$, while (19) treats the spectrum as continuous down to zero. Over many turns, interference concentrates the energy in lines, each carrying per turn $\omega_0$ times the one-turn spectral density. Dividing (4) by $\hbar n\omega_0$ gives the classical photon number per radian in line $n$, without the small-angle approximation:

$$N_n=\frac{\alpha n}{4\pi^2}\int_{-\pi/2}^{\pi/2}\cos\psi\,d\psi\left|\int_0^{2\pi}\boldsymbol\beta_\perp e^{in(\varphi-\beta\cos\psi\sin\varphi)}d\varphi\right|^2. \tag{30}$$

The inner integrals are Bessel functions $J_n$ and their derivatives. The sum was evaluated numerically, taking the first 200 lines singly and the smooth remainder as an integral over $n$. At $\gamma=30$ it gives $N/\alpha=41.78$, whereas (26) gives $43.30$. At $\gamma=15$ the values are $20.13$ and $21.65$. The deficit is $1.52$ in both cases, so as a fraction of the value from (26) it halves between these two energies, to 3.5% at $\gamma=30$. Formula (26) gives the growth with $\gamma$, not the small constant offset.

## An electron in a one-tesla field

Take an electron of total energy $E=3.0$ GeV on a circle of radius 10 m. Then $\gamma=E/mc^2=5870.85$, and the required field is $B=p/(e\rho)=1.0007$ T, where $p$ is the momentum. From (1),

$$\omega_c=\frac{3(5870.85)^3c}{2(10\ \mathrm m)}=9.10\times10^{18}\ \mathrm{rad/s},\qquad\hbar\omega_c=5.99\ \mathrm{keV}.$$

With $\alpha\gamma=42.84$, equations (23) and (26) give

$$W=\frac49(42.84)(5.99\ \mathrm{keV})=114\ \mathrm{keV},\qquad N=1.443\times42.84=61.8$$

per radian. Multiplying the unrounded values, 114.04 keV and 61.84, by $2\pi$ gives 717 keV and 389 photons per turn. The mean photon energy is $114/61.8=1.84$ keV.

The ratio $\hbar\omega_c/E=2.0\times10^{-6}$ justifies neglecting recoil for the photons that carry nearly all the energy. The loss per turn is also a small fraction of $E$, as a fixed orbit requires. Equation (19) fails unless $\hbar\omega_c\ll E$. It also fails in a magnet whose total bend is not large compared with $1/\gamma$, because the pulse in (5) is then cut short.

The tracking decision can now be put in numbers. By (26), a magnet that bends this electron by 0.1 rad produces about six photons on average, with energies spread over the broad distribution $T_{5/3}(x)$; this count leaves out the very soft photons that come from the ends of a finite bend. A smooth loss of 11 keV reproduces the mean but leaves out the random spread in energy. If the photons are emitted independently, the variance of the loss is their mean number times the mean square photon energy. By (21), $\int_0^\infty x^2T_{5/3}dx=\tfrac13\int_0^\infty y^3K_{5/3}dy=55\pi/81$, and division by $5\pi/3$ gives a mean square of $\tfrac{11}{27}(\hbar\omega_c)^2$. The rms spread after this magnet is then $\sqrt{6.18\times11/27}\times5.99\ \mathrm{keV}=9.5$ keV, nearly as large as the mean loss but only $3.2\times10^{-6}$ of $E$. Drawing the photons individually supplies that spread. It is needed when the calculation must resolve such a spread, or its accumulation over many magnets.
